# Why a Charged Slab's Periodic Energy Grows Linearly with Vacuum, part 2

A charged semiconductor slab is modelled in a periodic cell, with a uniform background of opposite charge filling the whole cell, vacuum included. The question is how the energy per cell, \(E\), depends on the vacuum thickness at fixed in-plane area.

The cell has in-plane area \(A\) and length \(L\) along the normal, \(z\). The slab has thickness \(d\), and the vacuum has thickness \(v=L-d\). Algebra is in Gaussian-type atomic units, with \(\nabla^2\phi=-4\pi\rho\) for potential \(\phi\) and charge density \(\rho\). The cell average of the potential is set to zero. In numerical examples, \(e^2=14.40\) eV Å converts a squared charge divided by a length into an energy.

Let \(\lambda(z)\) be the slab charge per unit length along \(z\), integrated over the in-plane cell and excluding the background. Its moments are

\[
q=\int\lambda\,dz,\qquad p=\int z\lambda\,dz,\qquad
Q_2=\int z^2\lambda\,dz .
\]

For a thin sheet at \(z=0\), with surface charge density \(\sigma=q/A\), the field is \(2\pi\sigma(1-2|z|/L)\), and the energy is

\[
E_{\rm sheet}=\frac{\pi A\sigma^2L}{6}=\frac{\pi q^2L}{6A}.
\tag{1}
\]

For any fixed charge density confined to the slab,

\[
E(L)=\frac{\pi q^2L}{6A}+E_0
+\frac{2\pi(qQ_2-p^2)}{AL}
+O\!\left(e^{-G_{\min}(L-d)}\right).
\tag{4}
\]

Here \(E_0\) is independent of \(L\) and includes the interaction of a defect with its lateral copies; \(G_{\min}\) is the length of the shortest nonzero in-plane wavevector.

If the electrons respond smoothly and stay on the slab, and the functional is local or semilocal, relaxation lowers the energy only at order \(1/L^2\). The linear coefficient is unchanged, and so is the \(1/L\) term when its moments are those of the density in the large-\(L\) limit.

### A dielectric slab

A semiconductor slab screens its charge. Model it as a uniform dielectric of relative permittivity \(\varepsilon\), with the excess charge spread over its mid-plane. By symmetry, the displacement field equals the thin-sheet field found earlier, \(D=2\pi\sigma(1-2|z|/L)\) with \(\sigma=q/A\). The energy density is \(D^2/(8\pi\varepsilon)\) inside the slab and \(D^2/(8\pi)\) outside.

Without the dielectric the energy is \(\pi q^2L/(6A)\). The dielectric reduces the part stored inside by the fraction \(1-1/\varepsilon\). That part is \(\pi q^2/A\) times

\[
\int_0^{d/2}\left(1-\frac{2z}{L}\right)^2dz
=\frac L6\left[1-\left(1-\frac dL\right)^3\right]
=\frac d2-\frac{d^2}{2L}+\frac{d^3}{6L^2}.
\]

Hence

\[
E_{\rm diel}=\frac{\pi q^2}{A}\left[\frac L6
-\left(1-\frac1\varepsilon\right)
\left(\frac d2-\frac{d^2}{2L}+\frac{d^3}{6L^2}\right)\right].
\tag{5}
\]

For \(\varepsilon=1\) this is the bare-sheet energy. For \(d=L\), with no vacuum, the inner bracket becomes \(L/6\) and \(E=\pi q^2L/(6\varepsilon A)\), the energy of a fully screened cell. For \(\varepsilon\to\infty\),

\[
E_{\rm diel}\to\frac{\pi q^2L}{6A}\left(1-\frac dL\right)^3
=\frac{\pi q^2v^3}{6AL^2}.
\]

Even a perfectly screening slab therefore has the slope \(\pi q^2/(6A)\) when \(v\gg d\), because the field in the vacuum is untouched.

Equation (5) also illustrates the general expansion. In the limit of large \(L\), the field just outside each face is \(2\pi\sigma\), and just inside it is \(2\pi\sigma/\varepsilon\). Each face thus carries polarization charge \(\sigma(1-1/\varepsilon)/2\) per area. The compensating charge lies at \(z=0\) and has no second moment. Both faces together give \(Q_2=q(1-1/\varepsilon)d^2/4\), and \(2\pi qQ_2/(AL)\) reproduces the \(1/L\) term of (5). The remaining term is negative and proportional to \(1/L^2\), as relaxation requires.

### Worked example

Take \(A=100\) Å\(^2\), \(d=10\) Å, \(\varepsilon=12\) and \(q=+e\). These are round model parameters, held fixed while the vacuum changes. The limiting slope is

\[
\frac{\pi\times14.40}{6\times100}=0.0754\ {\rm eV/\text{Å}},
\]

so 10 Å of added vacuum eventually costs 0.754 eV. For \(v=10\) Å, \(L=20\) Å and the lengths in (5) are

\[
\frac L6=3.333\ \text{Å},\qquad
5-2.5+0.417=2.917\ \text{Å}.
\]

With \(\pi e^2/A=0.4524\) eV/Å,

\[
E=0.4524\left(3.333-\frac{11}{12}\times2.917\right)
=0.298\ {\rm eV}.
\]

The same calculation at other vacuum thicknesses gives:

| \(v\) (Å) | bare sheet (eV) | dielectric slab (eV) |
|---:|---:|---:|
| 10 | 1.508 | 0.298 |
| 20 | 2.262 | 0.803 |
| 40 | 3.770 | 2.083 |
| 80 | 6.786 | 4.934 |

The mean slopes of the dielectric energy over the three intervals are 0.050, 0.064 and 0.071 eV/Å. They approach 0.0754 eV/Å from below. Differentiating (5) shows why:

\[
\frac{dE_{\rm diel}}{dL}=\frac{\pi q^2}{A}\left[\frac16-
\left(1-\frac1\varepsilon\right)
\left(\frac{d^2}{2L^2}-\frac{d^3}{3L^3}\right)\right].
\]

The subtraction is positive for \(d<L\) and vanishes at large \(L\). A longer cell thins the background inside the slab and raises \(D\) there towards \(2\pi\sigma\), so more of the field energy is screened. This increasing saving partly offsets the growth in the vacuum until it saturates. The saturated saving is

\[
\left(1-\frac1{12}\right)\frac{\pi e^2d}{2A}=2.07\ {\rm eV}.
\]

A modest change between two thin vacuums is consequently no evidence of convergence: in this model the slope is still increasing.

Equation (5) leaves out one term that a real slab has. The average electrostatic potential inside a neutral slab lies above the vacuum value by an amount \(V_0\), about 12 V for silicon. For a symmetric slab this corresponds to a second moment \(Q_2=-V_0Ad/(2\pi)\), so the \(1/L\) term of (4) contains \(-qV_0d/L\). At \(v=10\) Å this is \(-6.0\) eV for \(q=+e\) and \(+6.0\) eV for \(q=-e\), far more than the dielectric energy in the table. With this term included, the slope for \(+e\) approaches its limit from above. For \(-e\) held on the slab, the energies at the four vacuum thicknesses become 6.3, 4.8, 4.5 and 6.3 eV. The energy passes through a minimum near \(v=33\) Å, and the small change near it is not convergence either. This minimum and the last two values lie beyond the thickness, estimated below, at which electrons start to leave a negative slab, so they apply only when the charge is constrained to stay on it.

### Beside a real semiconductor

The permittivity of 12 is roughly that of silicon; germanium is higher and silicon carbide somewhat lower. The area of 100 Å\(^2\) is small for a defect calculation. At 400 Å\(^2\), with one charge per cell, the limiting slope would be four times smaller, about 0.019 eV/Å. A slab 10 Å thick is also thin, and its response need not be that of the bulk. Replacing 12 by 6 would reduce the limiting saving from 2.07 to 1.88 eV without changing the slope. For \(L\gg d\), the internal field is about \(2\pi e/(\varepsilon A)=0.075\) V/Å, or 7.5 MV/cm. This is about 25 times the breakdown field of bulk silicon, roughly 0.3 MV/cm, so it describes a static calculation on a thin slab and not a field that a thick layer of silicon could sustain. The potential drop over half the slab is 0.38 V, below silicon's gap of roughly 1.1 eV, but in this model a slab about 29 Å thick would reach that gap and linear screening would become doubtful. A real surface also breaks the assumption of a uniform background. Its compensating charge resides in dopants, carriers, surface states or electrodes, not uniformly in the vacuum. The dielectric-slab energies in the table, from 0.3 to 4.9 eV, are therefore the field-energy part of the cost of the periodic model, without the inner-potential term, and not properties of a device.

### Negative slabs: the condition that fails

The squared charge suggests that positive and negative slabs behave alike. For fixed charge they share the linear term, although the inner potential makes their \(1/L\) terms differ. For mobile electrons the difference goes further.

Let the slab charge be \(-|q|\), symmetric about its mid-plane, and let \(x\) be the distance from mid-vacuum. The background is now positive, so in the vacuum \(\phi''=-4\pi|q|/(AL)\), with zero slope at \(x=0\). An electron has potential energy \(-\phi\). Measured from mid-vacuum, it is

\[
u(x)=\frac{2\pi|q|x^2}{AL}.
\tag{6}
\]

The vacuum is a parabolic well for electrons. At the slab face, \(x=v/2\), the potential energy is higher by

\[
\Delta=\frac{\pi|q|v^2}{2AL}.
\]

For a positive slab the sign is reversed: mid-vacuum is a maximum for electrons and there is no pocket to fill.

Suppose the excess electron's level lies an energy \(W\) below the local vacuum level at the face. Neglect for the moment the kinetic energy in the well. Electrons begin to leave when \(\Delta=W\), or, with \(|q|=e\),

\[
\frac{v^2}{v+d}=\frac{2WA}{\pi e^2}.
\]

For \(W=4\) eV, a round value close to the electron affinity of silicon, the right side is \(800/(\pi\times14.40)=17.7\) Å. The positive root is

\[
v=\frac{17.7+\sqrt{17.7^2+4\times17.7\times10}}2
\approx24.8\ \text{Å}.
\]

The lowest state in the well has zero-point energy. Comparing (6) with \(\tfrac12\omega^2x^2\), for unit electron mass, gives \(\omega=\sqrt{4\pi|q|/(AL)}\) and zero-point energy \(\omega/2\). At the thickness just found it is 0.31 eV. Direct diagonalization, with a high barrier in place of the slab, gives the same value at this precision. The condition \(\Delta-\omega/2=W\), solved numerically, moves the onset to 26.3 Å. Exchange, correlation, image attraction and in-plane potential variations are omitted. Moreover, \(W\) is the depth of the highest occupied excess level below the vacuum level at the face, and it can be smaller than the bulk electron affinity. If the 4 eV applies at the mid-plane of the dielectric slab, the drop of about 0.3 eV inside the slab brings the onset back to 24.8 Å. For conduction electrons in a silicon (001) slab 10 Å thick at one electron per 100 Å\(^2\), an effective-mass estimate gives about 0.4 eV of confinement and 0.6 eV of band filling, which lowers \(W\) to about 3 eV and the onset to between 20 and 22 Å. This is therefore an estimate of the onset and not a universal safe thickness.

Beyond the onset, a calculation that fills the lowest levels and whose basis can describe the vacuum will put part of the charge there. A basis confined to the slab can hold the electrons in place and continue to follow the linear law. That solution is then a constrained or metastable state, not the ground state.

### Why the negative ground state stays bounded

Consider a trial state with a neutral slab and one electron per cell spread through the vacuum. Its density nearly cancels the background. Let \(a\) be the effective width around the slab from which the electron is absent. The uncancelled charge is of order \(ea/L\), and inserting it into the thin-sheet formula gives an electrostatic energy of order

\[
\frac{\pi(ea/L)^2L}{6A}=\frac{\pi e^2a^2}{6AL}\to0 .
\]

If the orbital rises from zero at each face as \(\sin^2[\pi s/(2w)]\), where \(s\) is the distance from the face and \(w\) the edge width, its squared height is about \(1/L\). Each edge has \(\int(\psi')^2ds\approx\pi^2/(8wL)\), so both edges together cost a kinetic energy of about \(\pi^2/(8wL)\). The Pauli principle adds a cost estimated by the unpolarized free-electron gas at density \(1/(AL)\),

\[
\frac3{10}\left(\frac{3\pi^2}{AL}\right)^{2/3}\to0 .
\]

The energy therefore approaches that of the neutral slab with an electron at rest at the vacuum level. For \(w=5\) Å, evaluating the first two energies on a grid and adding the gas estimate gives excesses of 0.52, 0.27, 0.14 and 0.07 eV at \(L=50\), 100, 200 and 400 Å. These figures omit the energy of the background in the neutral slab's own potential. If that potential averages \(V_0\) above the vacuum value inside the slab, the omitted term is \(eV_0d/L\). For \(V_0=12\) V, roughly the value for silicon, and \(d=10\) Å, it is 0.3 eV at \(L=400\) Å. It too vanishes as \(L\) grows.

Compare this with charge held on the dielectric slab at \(L=400\) Å. Its electrostatic energy from (5) is 28.1 eV. If binding the electron to the neutral slab gains 4 eV, the charged slab lies 24.1 eV above the same neutral reference, while the spread state lies 0.07 eV above it. The omitted background term raises both by the same amount. Within this mean-field estimate, the lowest energy cannot follow the linear law indefinitely. The divergence for a negative slab is conditional on keeping the charge there.

### Using the result

Two configurations with the same \(q\), \(A\) and \(L\), both with their charge on the slab, share the linear term. It cancels from their energy difference, and the remaining dependence on the vacuum is of order \(1/L\). Comparing two sites for the same charged dopant can therefore be converged in the vacuum thickness, although lateral interactions remain.

Different charge states do not share this cancellation. Between \(q=0\) and \(q=e\), the difference contains the whole linear term; between \(e\) and \(2e\), it contains three times as much, since \(4-1=3\). A formation energy or charge-transition level obtained from such differences inherits a slope in \(v\). Subtracting \(\pi q^2L/(6A)\) removes the limiting slope, but leaves the \(1/L\) term, as well as the screening offset and the lateral interactions in \(E_0\). The inner-potential part of the \(1/L\) term can amount to several electronvolts in a thin vacuum. For a symmetric slab it cancels if the energy of the added or removed electrons is measured from the vacuum level of the neutral slab in the same cell. An asymmetric slab can have a field in its vacuum, and then has no single vacuum level to serve as this reference. The energy of an isolated defect needs a treatment of those terms too. For negative charge, the density in the vacuum must be inspected before any such correction is applied.
